# Occupied bandwidth of jellium in Hartree-Fock theory: test program

```python
"""Occupied bandwidth of jellium in Hartree-Fock.

Result under test (atomic units): W = kF**2/2 + kF/pi, where
kF = (9 pi/4)**(1/3)/rs is the Fermi wave number and rs the radius of the
sphere holding one electron. The term kF/pi is the widening by Fock exchange.
k is the wave number of an orbital, kappa an inverse screening length
(kappa = 0 is the bare Coulomb interaction, otherwise exp(-kappa r)/r).
The gas is spin-unpolarized and its orbitals are plane waves.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def fermi_wave_number(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def density_matrix(r, kf):
    """One-spin density matrix of the filled Fermi sphere at distance r."""
    x = kf * r
    return (np.sin(x) - x * np.cos(x)) / (2 * np.pi**2 * r**3)


def exchange_real_space(k, kf, kappa=0.0, panels=1000):
    """Fock eigenvalue from density matrix times interaction, over r."""
    nodes, weights = np.polynomial.legendre.leggauss(14)
    width = np.pi / kf
    starts = width * np.arange(panels)[:, None]
    r = starts + width * (nodes + 1) / 2
    wave = np.sinc(k * r / np.pi)
    integrand = 4 * np.pi * r * np.exp(-kappa * r)
    integrand = integrand * density_matrix(r, kf) * wave
    return -np.sum(integrand * weights) * width / 2


def exchange_fermi_sphere(k, kf, kappa=0.0):
    """Fock eigenvalue from distances between k and the Fermi surface."""
    def ray(u):
        root = np.sqrt(max(kf**2 - k**2 * (1 - u**2), 0.0))
        c = root - k * u
        if kappa > 0:
            return c - kappa * np.arctan(c / kappa)
        return c
    left = quad(ray, -1, 0, epsabs=1e-11, limit=200)[0]
    right = quad(ray, 0, 1, epsabs=1e-11, limit=200)[0]
    return -(left + right) / np.pi


# The density matrix against its definition as a sum over occupied waves.
kf_test = fermi_wave_number(2.0)
for r_test in (0.5, 3.0, 8.0):
    direct = quad(lambda p: p**2 * np.sinc(p * r_test / np.pi),
                  0, kf_test)[0] / (2 * np.pi**2)
    assert abs(direct - density_matrix(r_test, kf_test)) < 1e-10

# Two roads to the Fock eigenvalue; the cut at large r leaves about 1e-6.
fractions = np.array([0.0, 0.25, 0.5, 0.75, 0.9, 1.0])
for rs_test in (1.0, 3.93, 6.0):
    kf_test = fermi_wave_number(rs_test)
    screening = np.sqrt(4 * kf_test / np.pi)
    for kappa_test in (0.0, screening):
        for f in fractions:
            a = exchange_real_space(f * kf_test, kf_test, kappa_test)
            b = exchange_fermi_sphere(f * kf_test, kf_test, kappa_test)
            assert abs(a - b) < 1e-5 * kf_test
    bottom = exchange_real_space(0.0, kf_test)
    top = exchange_real_space(kf_test, kf_test)
    assert abs(bottom + 2 * kf_test / np.pi) < 1e-5 * kf_test
    assert abs(top + kf_test / np.pi) < 1e-5 * kf_test
    # The whole band rises with k, so its edges are k = 0 and k = kF.
    grid = np.linspace(0, kf_test, 41)
    sigma = np.array([exchange_real_space(k, kf_test) for k in grid])
    assert np.all(np.diff(sigma) > 0)
    band = grid**2 / 2 + sigma
    formula_width = kf_test**2 / 2 + kf_test / np.pi
    assert abs(band.max() - band.min() - formula_width) < 1e-5 * kf_test

# Worked example: jellium at the valence density of sodium.
rs = 3.93
kf = fermi_wave_number(rs)
density = 3 / (4 * np.pi * rs**3)
assert abs(2 * density_matrix(1e-2, kf) / density - 1) < 1e-4

# Mean exchange energy and local potential against libxc.
nodes, weights = np.polynomial.legendre.leggauss(40)
x = (nodes + 1) / 2
sigma_x = np.array([exchange_fermi_sphere(f * kf, kf) for f in x])
mean_exchange = 0.5 * np.sum(weights / 2 * 3 * x**2 * sigma_x)
exc, vxc = libxc.eval_xc("LDA,", np.array([density]), spin=0, deriv=1)[:2]
libxc_energy = float(np.ravel(exc)[0])
local_potential = float(np.ravel(vxc[0])[0])
assert abs(mean_exchange / libxc_energy - 1) < 1e-5
assert abs(-3 * kf / (4 * np.pi) / libxc_energy - 1) < 1e-6
assert abs(-kf / np.pi / local_potential - 1) < 1e-6

free_width = kf**2 / 2
widening = kf / np.pi
total_width = free_width + widening
kappa = np.sqrt(4 * kf / np.pi)
screened_widening = (exchange_fermi_sphere(kf, kf, kappa)
                     - exchange_fermi_sphere(0.0, kf, kappa))
assert 0 < screened_widening < 0.1 * widening
assert round(free_width * EV, 1) == 3.2
assert round(total_width * EV, 1) == 7.5

print(f"hartree energy: {EV:.4f} eV")
print(f"bohr radius: {ANGSTROM:.5f} angstrom")
print(f"rs (input): {rs:.2f} bohr")
print(f"rs: {rs * ANGSTROM:.3f} angstrom")
print(f"kF: {kf:.5f} 1/bohr")
print(f"kF: {kf / ANGSTROM:.4f} 1/angstrom")
print("k/kF, kinetic, Fock exchange, orbital energy (eV):")
for f in fractions:
    kinetic = (f * kf) ** 2 / 2 * EV
    fock = exchange_fermi_sphere(f * kf, kf) * EV
    print(f"  {f:.2f} {kinetic:8.3f} {fock:8.3f} {kinetic + fock:8.3f}")
print(f"free-electron width kF^2/2: {free_width:.5f} hartree")
print(f"free-electron width kF^2/2: {free_width * EV:.3f} eV")
print(f"exchange widening kF/pi: {widening:.5f} hartree")
print(f"exchange widening kF/pi: {widening * EV:.3f} eV")
print(f"Hartree-Fock width: {total_width:.5f} hartree")
print(f"Hartree-Fock width: {total_width * EV:.3f} eV")
print(f"Hartree-Fock / free width: {total_width / free_width:.3f} (no unit)")
print(f"mean exchange energy per electron: {mean_exchange * EV:.3f} eV")
print(f"local exchange potential (libxc): {local_potential * EV:.3f} eV")
print(f"Thomas-Fermi kappa: {kappa / ANGSTROM:.3f} 1/angstrom")
print(f"screening length 1/kappa: {ANGSTROM / kappa:.3f} angstrom")
print(f"widening with screened exchange: {screened_widening * EV:.3f} eV")
print("all tests passed")
```

It prints:

```
hartree energy: 27.2114 eV
bohr radius: 0.52918 angstrom
rs (input): 3.93 bohr
rs: 2.080 angstrom
kF: 0.48834 1/bohr
kF: 0.9228 1/angstrom
k/kF, kinetic, Fock exchange, orbital energy (eV):
  0.00    0.000   -8.460   -8.460
  0.25    0.203   -8.281   -8.078
  0.50    0.811   -7.715   -6.904
  0.75    1.825   -6.630   -4.805
  0.90    2.628   -5.544   -2.916
  1.00    3.245   -4.230   -0.985
free-electron width kF^2/2: 0.11924 hartree
free-electron width kF^2/2: 3.245 eV
exchange widening kF/pi: 0.15544 hartree
exchange widening kF/pi: 4.230 eV
Hartree-Fock width: 0.27468 hartree
Hartree-Fock width: 7.474 eV
Hartree-Fock / free width: 2.304 (no unit)
mean exchange energy per electron: -3.172 eV
local exchange potential (libxc): -4.230 eV
Thomas-Fermi kappa: 1.490 1/angstrom
screening length 1/kappa: 0.671 angstrom
widening with screened exchange: 0.181 eV
all tests passed
```
